# Hydrogen shell in weak electric and magnetic fields at any angle, part 2

An electron of charge $-1$ moves around a fixed proton at the origin, in uniform static fields $\mathbf F$ (electric) and $\mathbf B$ (magnetic) that enclose an angle $\theta$. Hartree atomic units are used ($\hbar=m_e=e=4\pi\varepsilon_0=1$; energy unit $E_h$, length unit $a_0$), spin and relativity are left out, and repeated indices are summed. With $H_0=p^2/2-1/r$, the Hamiltonian is

$$H=H_0+V+\tfrac18(\mathbf B\times\mathbf r)^2,\qquad V=\tfrac12\mathbf B\cdot\mathbf L+\mathbf F\cdot\mathbf r. \tag{1}$$

Shell $n$ has energy $E_n=-1/(2n^2)$ and $n^2$ states; $P$ projects on it, and $Q=1-P$. Part (a) showed that the first-order shifts are the eigenvalues of $PVP$. The diamagnetic term in (1) and the coupling to other shells through $Q$ enter at second order.

The orbital angular momentum $\mathbf L$ and the Runge-Lenz vector $\mathbf A$ commute with $H_0$. Classically $\mathbf A$ has the length of the eccentricity and points to the perihelion, and $n^2$ is the semi-major axis. Part (c) found

$$P\mathbf rP=-\tfrac32n^2\,P\mathbf AP, \tag{10}$$

and, for $n=2$, $\langle2s|z|2p_0\rangle=-3$.

On the shell, part (d) set $\mathbf K=n\mathbf A$ and

$$\mathbf J_1=\tfrac12(\mathbf L-\mathbf K),\qquad \mathbf J_2=\tfrac12(\mathbf L+\mathbf K).$$

These are two commuting angular momenta, each with $[J_i,J_j]=i\epsilon_{ijk}J_k$, and

$$J_1^2=J_2^2=\frac{n^2-1}{4}=j(j+1),\qquad j=\frac{n-1}{2}.$$

The shell is a single product of two multiplets of spin $j$.

It remains to find the first-order levels, and $\langle\mathbf L\rangle$ and $\langle\mathbf r\rangle$ in a nondegenerate level (e), then to evaluate the result for $n=3$, $B=2\times10^{-5}$, $F=3\times10^{-6}$, $\theta=60^\circ$ and assess what has been neglected (f). In the estimates that go beyond the model, $\mathbf S$ is the electron spin, $g$ its $g$-factor, $\alpha$ the fine-structure constant and $J$ the quantum number of the total angular momentum.

### (e) The first-order spectrum

Inverting the definitions, $\mathbf L=\mathbf J_1+\mathbf J_2$ and $\mathbf K=\mathbf J_2-\mathbf J_1$. Equation (10) reads $P\mathbf rP=-\tfrac32n\mathbf K=\tfrac32n(\mathbf J_1-\mathbf J_2)$. Then

$$PVP=\tfrac12\mathbf B\cdot(\mathbf J_1+\mathbf J_2)+\tfrac32n\mathbf F\cdot(\mathbf J_1-\mathbf J_2)=\mathbf w_1\cdot\mathbf J_1+\mathbf w_2\cdot\mathbf J_2, \tag{11}$$

$$\mathbf w_1=\tfrac12\mathbf B+\tfrac32n\mathbf F,\qquad \mathbf w_2=\tfrac12\mathbf B-\tfrac32n\mathbf F .$$

The component of an angular momentum of spin $j$ along any unit vector has the eigenvalues $-j,-j+1,\dots,j$, each once, since the commutation relations have the same form in rotated axes. Choose for the first factor the eigenstates of $\hat{\mathbf w}_1\cdot\mathbf J_1$ with eigenvalue $m_1$, and for the second those of $\hat{\mathbf w}_2\cdot\mathbf J_2$ with eigenvalue $m_2$. The two axes need not coincide, because each operator acts on its own factor. The $n^2$ products $|m_1,m_2\rangle$ span the shell and are eigenstates of (11):

$$E=-\frac1{2n^2}+m_1w_1+m_2w_2,\qquad m_1,m_2=-j,\dots,j,\qquad j=\frac{n-1}2, \tag{12}$$

$$w_{1,2}^2=\tfrac14\big(B^2+9n^2F^2\big)\pm\tfrac32nBF\cos\theta .$$

If one of the vectors vanishes, its axis is arbitrary and its term is zero, so (12) still holds.

The meaning of $w_1$ and $w_2$ appears in the Heisenberg equation under (11): $\dot J_{1i}=iw_{1k}[J_{1k},J_{1i}]=-\epsilon_{kil}w_{1k}J_{1l}=(\mathbf w_1\times\mathbf J_1)_i$, and likewise for $\mathbf J_2$. At first order the orbit keeps its size $n^2$, while its plane and its eccentricity vector change through two independent precessions with frequencies $w_1$ and $w_2$.

The components of $\mathbf J_1$ perpendicular to $\hat{\mathbf w}_1$ are combinations of ladder operators and change $m_1$ by one unit, so $\langle\mathbf J_1\rangle=m_1\hat{\mathbf w}_1$, and in the same way $\langle\mathbf J_2\rangle=m_2\hat{\mathbf w}_2$. At zeroth order in the states,

$$\langle\mathbf L\rangle=m_1\hat{\mathbf w}_1+m_2\hat{\mathbf w}_2,\qquad \langle\mathbf r\rangle=\tfrac32n\,(m_1\hat{\mathbf w}_1-m_2\hat{\mathbf w}_2). \tag{13}$$

The electric dipole moment is $-\langle\mathbf r\rangle$. Equation (13) characterizes a level only if it is nondegenerate. Two pairs share an energy when $w_1\,\Delta m_1=-w_2\,\Delta m_2$ with integers $|\Delta m|\le n-1$, and then terms of higher order decide which combinations are the eigenstates, as far as they lift the degeneracy. They need not lift it fully: in a pure electric field, reflection in a plane containing $\mathbf F$ commutes with $H$ and reverses the component of $\mathbf L$ along $\mathbf F$, so states with opposite values of that component stay degenerate at every order.

Three limits are immediate. For $F=0$, $w_1=w_2=B/2$ and the shift is $\tfrac12B(m_1+m_2)$, the normal Zeeman effect with $m=m_1+m_2$. For $B=0$, $w_1=w_2=\tfrac32nF$ and the shift is $\tfrac32nF(m_1+m_2)$, the linear Stark effect; here $\hat{\mathbf w}_2=-\hat{\mathbf w}_1$, so $m_2$ is measured against the field. For $n=2$ this gives $\pm3F$ and a doubly degenerate zero, in line with the matrix element of part (c). Replacing $\theta$ by $\pi-\theta$ exchanges $w_1$ and $w_2$ and leaves the set of levels unchanged.

The derivation treats the shell as isolated. A cautious condition for this is that the width $(n-1)(w_1+w_2)$ of the manifold be small against the gap to the next shell, which is near $n^{-3}$ for large $n$; it does not mark a point where the formula breaks down. For a pure electric field the top of one shell and the bottom of the next each move by about $\tfrac32n^2F$, so the condition is met for $F\ll1/(3n^5)$. For a pure magnetic field the diamagnetic term, of order $B^2n^4$ since $r^2\sim n^4$, must also be small against the spacing $B/2$, which requires $B\ll n^{-4}$. At the weak end the fine structure, which the model omits, must be small against the shifts that are to be resolved. Without spin-orbit coupling, spin adds $\mathbf B\cdot\mathbf S$ for $g=2$, which commutes with everything above and shifts each level by $\pm B/2$.

### (f) The shell $n=3$

The fields are round model values: $B=2\times10^{-5}$ along $z$, which is $4.70$ T with the unit $\hbar/ea_0^2$, and $F=3\times10^{-6}$ in the $xz$ plane at $60^\circ$ from $z$, which is $15.4$ kV/cm with the unit $E_h/ea_0$. Here $j=1$ and $E_3=-1/18$ hartree. Energies below are in microhartree. Four decimals are kept only so that the second-order terms of Hamiltonian (1) become visible; real hydrogen differs from this model much earlier, as estimated at the end.

The two lengths are $B/2=10$ and $3nF/2=13.5$. The components of $\tfrac32n\mathbf F$ are $13.5\sin60^\circ=11.6913$ along $x$ and $13.5\cos60^\circ=6.75$ along $z$. In $(x,z)$ components,

$$\mathbf w_1=(11.6913,\;16.75),\qquad \mathbf w_2=(-11.6913,\;3.25).$$

The angle formula has $10^2+13.5^2=282.25$ and cross term $2\cdot10\cdot13.5\cdot\cos60^\circ=135$, so

$$w_1=\sqrt{417.25}=20.4267,\qquad w_2=\sqrt{147.25}=12.1347 .$$

Divided by $h$ these are $134$ GHz and $80$ GHz. The axes are tilted from $\mathbf B$ towards $+x$ by $\arctan(11.6913/16.75)=34.9^\circ$ and $\arctan(-11.6913/3.25)=-74.5^\circ$. The nine shifts are $0$, $\pm w_1$, $\pm w_2$, $\pm(w_1+w_2)=\pm32.5614$ and $\pm(w_1-w_2)=\pm8.2920$, all distinct. The total width is $65.12$ microhartree, or $428$ GHz.

The size of the higher orders is obtained by diagonalizing the whole of (1) numerically. The basis consists of spherical harmonics with $l\le4$ and all $m$, times the Sturmian radial functions $\rho^{l+1}e^{-\rho/2}L_k^{2l+1}(\rho)/r$ with $\rho=2r/3$ and $k=0,\dots,11$. It contains the $n=3$ states exactly and represents the other shells and the continuum in discretized form. The functions are not orthogonal, so a generalized eigenvalue problem is solved, with matrix elements from Gauss-Laguerre and Gauss-Legendre quadrature. The nine eigenvalues near $E_3$, measured from $E_3$, are listed as "full".

| $m_1$ | $m_2$ | Eq. (12) | full | difference |
|---|---|---|---|---|
| $-1$ | $-1$ | $-32.5614$ | $-32.5630$ | $-0.00169$ |
| $-1$ | $0$ | $-20.4267$ | $-20.4290$ | $-0.00235$ |
| $0$ | $-1$ | $-12.1347$ | $-12.1365$ | $-0.00181$ |
| $-1$ | $+1$ | $-8.2920$ | $-8.2941$ | $-0.00205$ |
| $0$ | $0$ | $0$ | $-0.0023$ | $-0.00229$ |
| $+1$ | $-1$ | $8.2920$ | $8.2900$ | $-0.00205$ |
| $0$ | $+1$ | $12.1347$ | $12.1329$ | $-0.00181$ |
| $+1$ | $0$ | $20.4267$ | $20.4244$ | $-0.00235$ |
| $+1$ | $+1$ | $32.5614$ | $32.5597$ | $-0.00168$ |

The last column is formed before rounding. Its largest entry, $0.00235$, is about two parts in $10^4$ of $w_2$. When the same diagonalization is repeated with both fields halved, the root sum of squares of this column drops by the factor $4.0000$, so the differences are quadratic in the fields.

Part (a) shows which terms make up the column, and Hamiltonian (1) fixes its symmetry; its sign is not derived here but read from the table. At second order the effective operator on the shell is the diamagnetic term plus $PVQ(E_n-H_0)^{-1}QVP$. The Zeeman term commutes with $H_0$ and has no element between $P$ and $Q$, so only $\mathbf F\cdot\mathbf r$ enters the mixing term. The diamagnetic operator $\tfrac18B^2(x^2+y^2)$ is positive. Its largest eigenvalue within the shell, from the $9\times9$ matrix computed by quadrature over the hydrogen functions, is $0.00783$, an upper bound on its contribution to any level. All differences are negative, so in every level the electric mixing term is negative and larger in size than the diamagnetic one. The two terms partly cancel, so the electric term alone is larger than the entries of the column, whose size and sign depend on the chosen ratio $F/B$.

For the symmetry, apply parity together with time reversal. This reverses $\mathbf r$ and $\mathbf L$ and leaves $H_0$ and $(\mathbf B\times\mathbf r)^2$ unchanged, so reversing both fields leaves the spectrum unchanged. Scale both fields by $\lambda$ and expand a level as $\lambda e_1+\lambda^2e_2+\lambda^3e_3$. At $-\lambda$ it must coincide with a level at $+\lambda$, and its linear term $-e_1$ identifies that level as $(-m_1,-m_2)$. So $e_2$ is equal for the two partners and $e_3$ is opposite. The table shows equal differences, with one unit in the last digit between the outermost pair, which an odd term is free to produce.

For the top level $m_1=m_2=1$, equation (13) gives

$$\langle L_x\rangle=\frac{11.6913}{20.4267}-\frac{11.6913}{12.1347}=-0.391,\qquad \langle L_z\rangle=\frac{16.75}{20.4267}+\frac{3.25}{12.1347}=1.088,$$

$$\langle x\rangle=4.5\left(\frac{11.6913}{20.4267}+\frac{11.6913}{12.1347}\right)=6.91,\qquad \langle z\rangle=4.5\left(\frac{16.75}{20.4267}-\frac{3.25}{12.1347}\right)=2.48,$$

with lengths in bohr. Neither vector points along a field. The electron is displaced to the side towards which $\mathbf F$ points, against the force $-\mathbf F$, which raises the level by $\mathbf F\cdot\langle\mathbf r\rangle=21.7$ microhartree; the Zeeman term adds $\tfrac12B\langle L_z\rangle=10.9$, and the two make up the shift $32.6$.

The gap to $n=4$ is $1/18-1/32$ hartree, or $24306$ microhartree, several hundred times the width of the manifold, so the upper condition is well met. The lower one is met less well. The leading fine-structure formula $-\frac{\alpha^2}{2n^4}\big(\frac{n}{J+1/2}-\frac34\big)$, a result from outside the present model used only to set a scale, spreads the levels between $J=\tfrac12$ and $J=n-\tfrac12$ over $\alpha^2(1-1/n)/(2n^3)=0.66$ microhartree. That is about 5% of $w_2$ and far more than the second-order terms. For real hydrogen the spin term of part (e) must first be added, which moves every level by $\pm B/2=\pm10$ microhartree. After that the fine structure is a larger omission than the second-order terms, and the shifts are meaningful to roughly one microhartree. The moments are affected too: the spin splitting $B=20$ microhartree lies within $0.43$ of $w_1$, so spin-orbit coupling mixes levels of opposite spin by up to about 7%, and for $m_1=m_2=1$ with spin down $\langle x\rangle$ and $\langle z\rangle$ drop by $0.2$ to $0.3$ bohr. The fixed proton is a further omission larger than the second-order terms. The reduced mass raises $E_3$ by $30$ microhartree and changes the shifts by up to $0.006$. An atom moving across $\mathbf B$ at the thermal speed of 300 K also sees a motional field $\mathbf v\times\mathbf B$ of about 0.7% of $F$, which can move the top level by about $0.14$ microhartree.

## Variation 1: crossed fields

**Question.** For $\mathbf F\perp\mathbf B$ find the levels, their degeneracies and the moments of the top level. Evaluate for the field strengths of part (f), and expand for $3nF\ll B$.

**Solution.** With $\cos\theta=0$, equation (12) gives $w_1=w_2=w=\tfrac12\sqrt{B^2+9n^2F^2}$, and the shift is $kw$ with $k=m_1+m_2=-(n-1),\dots,n-1$. For $k\ge0$ the condition $m_2=k-m_1\le j$ restricts $m_1$ to $k-j,\dots,j$, which is $2j-k+1=n-k$ values, and negative $k$ mirrors this. There are $2n-1$ equally spaced levels of degeneracy $n-|k|$. For $n=3$, $w=\sqrt{282.25}=16.80$ microhartree and the multiplicities are $1,2,3,2,1$. The pattern is the same as in a pure magnetic or pure electric field, but the axes $\mathbf w_{1,2}=(\pm\tfrac32nF,\;\tfrac12B)$ in $(x,z)$ components are tilted symmetrically about $\mathbf B$. Only the outermost levels are nondegenerate. For $k=n-1$, equation (13) with $m_1=m_2=j$ gives

$$\langle\mathbf L\rangle=(n-1)\frac{B}{2w}\,\hat{\mathbf z},\qquad \langle\mathbf r\rangle=\tfrac32n(n-1)\frac{3nF}{2w}\,\hat{\mathbf x}.$$

For $3nF\ll B$ the square root expands to $w\simeq\tfrac12B+9n^2F^2/(4B)$. The linear Stark effect is then absent. The shift is quadratic in $F$ with denominator $B$, because the electric field couples states of the same shell that the Zeeman term has separated by $B/2$. This term belongs to the first-order operator (11) and is distinct from the mixing of shells. The leading splitting of the degenerate levels is found by diagonalizing the second-order operator within each group of fixed $k$.

## Variation 2: parallel fields

**Question.** For $\mathbf F$ and $\mathbf B$ both along $+z$, write the shifts with both angular momenta quantized along $+z$, and describe the spectrum at $B=3nF$.

**Solution.** Let $\mu_1,\mu_2$ be the eigenvalues of $J_{1z},J_{2z}$. Equation (11) gives

$$\Delta E=\big(\tfrac12B+\tfrac32nF\big)\mu_1+\big(\tfrac12B-\tfrac32nF\big)\mu_2=\tfrac12B\,(\mu_1+\mu_2)+\tfrac32nF\,(\mu_1-\mu_2).$$

Here $\mu_1+\mu_2=m$ is the eigenvalue of $L_z$ and $\mu_1-\mu_2$ that of $-K_z$, so the Zeeman and Stark shifts add independently and the states do not depend on the ratio $F/B$. The labels of (12) are $m_1=\mu_1$ always, $m_2=\mu_2$ for $B>3nF$, and $m_2=-\mu_2$ for $B<3nF$, when $\mathbf w_2$ points along $-z$. At $F=0$ the number of pairs with given $m$ is $n-|m|$ by the count of Variation 1, which equals the number of values $l=|m|,\dots,n-1$.

At $B=3nF$ one has $w_2=0$ and $w_1=B$. The shift is $B\mu_1$, so there are $n$ levels with spacing $B$, twice the Zeeman spacing, each $n$-fold degenerate in $\mu_2$. The vector $\mathbf J_2$ does not precess at first order: lowering $\mu_2$ by one unit lowers the Zeeman energy by $B/2$ and raises the Stark energy by $\tfrac32nF$, and the two changes cancel. The $n$ states of one level have different $m=\mu_1+\mu_2$, and $L_z$ commutes with the full Hamiltonian (1) for parallel fields. Terms of higher order therefore shift these states without mixing them, and as $B$ is swept through the region of $3nF$ they cross exactly in this model.
